# How small width errors change the Elmore delay of a wire, part 2

A wire of length \(L\) is driven at \(x=0\) by an ideal voltage source, which steps from 0 to 1 at \(t=0\), and is open at \(x=L\). Its width is \(w=w_0[1+\varepsilon(u)]\), with \(u=x/L\). The resistance and capacitance per length are \(r=R_s/w\), with \(R_s\) the sheet resistance, and \(c\propto w\). The nominal totals are \(R\) and \(C\). The voltage \(V\) and current \(I\) obey

\[
\frac{\partial V}{\partial x}=-rI,\qquad
\frac{\partial I}{\partial x}=-c\,\frac{\partial V}{\partial t}.
\tag{4}
\]

The Elmore delay \(T\), the mean time of the voltage rise at the open end, is

\[
T=\int_0^L r(x)\left[\int_x^L c(x')\,dx'\right]dx .
\tag{7}
\]

For the uniform wire it is \(T_0=RC/2\). The first-order change, and an integral used to derive it, are

\[
\frac{\delta T}{T_0}=2\int_0^1(2u-1)\,\varepsilon(u)\,du ,
\tag{2}
\]

\[
\int_0^1du\int_u^1dy\,\varepsilon(y)
=\int_0^1dy\,\varepsilon(y)\int_0^ydu
=\int_0^1y\,\varepsilon(y)\,dy .
\tag{10}
\]

The second-order term is

\[
\left(\frac{\delta T}{T_0}\right)_2
=2\int_0^1(1-u)\,\varepsilon^2\,du
-\left(\int_0^1\varepsilon\,du\right)^2 .
\tag{13}
\]

The delays \(T_\rightarrow\) and \(T_\leftarrow\), for driving at \(u=0\) and \(u=1\), satisfy

\[
\frac{T_\rightarrow+T_\leftarrow}{RC}
=\int_0^1\frac{du}{1+\varepsilon(u)}
\int_0^1[1+\varepsilon(y)]\,dy\ \ge\ 1 .
\tag{12}
\]

For root-mean-square error \(\varepsilon_{\rm rms}\), the first-order change obeys

\[
\left|\frac{\delta T}{T_0}\right|
\le2\left[\int_0^1(2u-1)^2du\right]^{1/2}\varepsilon_{\rm rms}
=\frac{2}{\sqrt3}\,\varepsilon_{\rm rms},
\tag{15}
\]

with equality for a linear taper.

Roughness of two independent edges of equal variance, with correlation length \(\xi\), is described by means over many wires:

\[
\langle\varepsilon(u)\rangle=0,\qquad
\langle\varepsilon(u)\varepsilon(y)\rangle
=\sigma^2e^{-|u-y|/\lambda},\qquad
\lambda=\frac{\xi}{L}.
\tag{17}
\]

The root-mean-square first-order fractional change, or spread, is \(S=2\sigma\sqrt J\), with

\[
J=2\left[\frac{\lambda}{3}-\lambda^2+4\lambda^4
-\lambda^2(1+2\lambda)^2e^{-1/\lambda}\right].
\tag{22}
\]

For \(\lambda\ll1\),

\[
S\simeq\sigma\sqrt{\frac{8\lambda}{3}}
=\sigma\sqrt{\frac{8\xi}{3L}} .
\tag{23}
\]

With \(q=|u-y|\), \(I_k=\int_0^1q^ke^{-q/\lambda}dq\) and \(E=e^{-1/\lambda}\), we have \(I_0=\lambda(1-E)\) and \(I_1=\lambda^2-E(\lambda+\lambda^2)\).

The example is a silicided polysilicon gate line with \(L=20\) µm, \(w_0=100\) nm, sheet resistance 10 ohm per square, electrical oxide thickness 2.5 nm and relative permittivity 3.9. Hence \(R=2000\) ohm, \(C=27.63\) fF, \(RC=55.25\) ps and \(T_0=27.6\) ps. Its taper is \(\varepsilon=a(1-2u)\) with \(a=0.02\), for which (2) gives \(-2a/3=-1.333\%\).

### The shift of the mean delay

The first-order change has zero mean, so the mean shift \(M\) comes from (13). Its first term has the mean \(2\sigma^2\int_0^1(1-u)\,du=\sigma^2\). The mean of its second term is \(-\sigma^2B\), where

\[
\begin{aligned}
B&=\int_0^1\!\!\int_0^1e^{-|u-y|/\lambda}\,du\,dy
=2\int_0^1(1-q)e^{-q/\lambda}\,dq\\
&=2(I_0-I_1)
=2\left[\lambda-\lambda^2+\lambda^2e^{-1/\lambda}\right].
\end{aligned}
\tag{25}
\]

The factor \(1-q\) is the range of positions available to a pair with separation \(q\). To second order,

\[
M=\sigma^2(1-B).
\tag{26}
\]

This expansion assumes that widths near zero do not occur. It would not be justified for a distribution with appreciable weight near \(\varepsilon=-1\). The local rule \(r=R_s/w(x)\) also requires the width to vary slowly over a distance \(w_0\), so (26) needs \(\xi\gg w_0\). For shorter correlations the current cannot follow the edges, and the mean resistance rises by more than the local rule gives.

Roughness slows the wire on average because a narrow place adds more resistance than an equally wide place removes. The mean of \(1/(1+\varepsilon)\) is \(1+\sigma^2\) to second order. For short correlations, most of the capacitance charged through a narrow place lies too far away to be correlated with it, and so it does not compensate. For long correlations, \(B\) tends to 1 and the compensation is restored.

The sign of the shift does not depend on the expansion. If the roughness has the same statistics when the wire is reversed, \(T_\rightarrow\) and \(T_\leftarrow\) have equal means. Equation (12) then requires a mean delay of at least \(RC/2\).

For \(\lambda\ll1\), \(M\simeq\sigma^2\), and (23) gives \(M/S\simeq\sigma\sqrt{3L/(8\xi)}\). Shift and spread are equal at the length

\[
L_*=\frac{8\xi}{3\sigma^2}.
\tag{27}
\]

At fixed \(w_0\), \(\sigma\) and \(\xi\), a longer wire has a mean slowing greater than its random spread. The first-order weight then no longer describes the larger of the two effects.

For the gate line, take a rough typical width roughness of 2 nm root mean square and a correlation length of 30 nm. Then \(\sigma=0.02\) and \(\lambda=30/20\,000=0.0015\). Equation (23) gives \(0.02\sqrt{8(0.0015)/3}=0.1265\%\), and the full expression (22) gives \(0.1262\%\), or 35 fs. In the local-width model the mean shift is \(0.040\%\), or 11 fs, and (27) gives \(L_*=8(30\ {\rm nm})/[3(0.02)^2]=200\) µm.

These last two values do not describe the real line, because its correlation length is shorter than its width. Solving Laplace's equation in the strip, to second order in a ripple of one edge with wavenumber \(k\), multiplies the mean rise of resistance by \(kw_0\coth(kw_0)\). This factor tends to 1 for long ripples, but it is 3.3 at \(k=1/\xi\). It also holds, on average, for two independent edges with the same total width variance, which is the case assumed here. For mirror-image edges it is \((kw_0/2)\coth(kw_0/2)\), or 1.8 at \(k=1/\xi\), and a sideways wiggle raises the resistance even though it leaves the width unchanged. The correlation (17) also contains shorter ripples, and if its spectrum is simply cut off at a largest wavenumber, the mean factor, measured against \(\sigma^2\), grows logarithmically with that cutoff. With wavenumbers up to \(k=1/(3\ {\rm nm})\) it is about 5, and the mean shift is about \(0.2\%\), which exceeds the spread even in this 20 µm line. With wavenumbers only up to \(1/(10\ {\rm nm})\) the shift is about \(0.10\%\), which is less than the spread. These cutoffs remove 6% and 20% of the variance. If the remainder is rescaled to \(\sigma=0.02\), the shifts become \(0.22\%\) and \(0.13\%\) and the spreads \(0.13\%\) and \(0.14\%\), in the same order. Which of the two is larger therefore depends on the finest roughness present. Ripples this fine approach the mean free path, about 5 nm, where a local Ohm's law is itself only a rough guide. The spread is a first-order effect and is not changed by this correction.

Within the local-width model, these formulas were compared with the full delay of 4000 random Gaussian width profiles. The spread was \(0.126\%\), with a sampling error of about \(0.0014\%\). The mean shift was \(0.0399\%\), found by pairing each profile with its sign-reversed copy so that odd terms cancelled. With \(\lambda=0.3\) and 20,000 profiles, the spread was \(1.049\%\), against \(1.046\%\) from (22).

The bound (15) puts the roughness in perspective. A taper with the same root-mean-square error of 0.02 would change the delay by \(2(0.02)/\sqrt3=2.3\%\), about eighteen times the spread from roughness. In this model, a steady taper from one end to the other matters far more than fine roughness of equal variance.

### Driver, load and fringe field

Let the source have resistance \(\rho R\) and let the far end carry a load capacitance \(\kappa C\). Let a fraction \(f\) of the nominal wire capacitance \(C\) be proportional to width and the rest be independent of it. Here \(C\) includes both parts. Finally, let \(r\) vary as \(w^{-p}\) near the nominal width.

The current at \(x\) now also charges the load, and the driver resistance carries the charge of the whole wire and load. Adding these contributions to (7) gives

\[
\begin{aligned}
\frac{T}{RC}={}&\rho\left(1+\kappa+f\int_0^1\varepsilon\,du\right)\\
&+\int_0^1(1+\varepsilon)^{-p}
\left[1-u+\kappa+f\int_u^1\varepsilon(y)\,dy\right]du .
\end{aligned}
\tag{28}
\]

With \(\varepsilon=0\) the delay is \(RC[\rho(1+\kappa)+\tfrac12+\kappa]\). To first order, \((1+\varepsilon)^{-p}\simeq1-p\varepsilon\), and the remaining double integral follows from (10). The weight in \(\delta T=RC\int_0^1W\varepsilon\,du\) is

\[
W(u)=f(\rho+u)-p(1-u+\kappa).
\tag{29}
\]

Added capacitance is charged through the driver as well as the upstream wire. Lost resistance acts on the load as well as the downstream wire. For \(\rho=\kappa=0\) and \(f=p=1\), the weight returns to \(2u-1\).

A uniform error now has the net weight

\[
\int_0^1W\,du=f\left(\rho+\frac12\right)-p\left(\frac12+\kappa\right),
\tag{30}
\]

which is not zero in general. A strong fringe field with an ideal driver, no load and \(p=1\) gives \((f-1)/2\), so uniform widening then speeds the wire. A large driver resistance has the opposite effect.

### The gate line beside a real one

The inputs are rough values for a planar transistor gate driven from one end. Gates made of metal, or wrapped around a fin, need other values. In a silicided gate the current flows mainly in the silicide on top, while the capacitance follows the width at the oxide. The model assumes that both see the same width error, and that the silicide sheet resistance depends on width only through side-wall scattering.

Take a driver of 200 ohm and a load of 0.5 fF. The fringe field is estimated by quarter-circle field lines from each side wall, of height \(h=100\) nm, to the plane below. A line of radius \(s\) has length \(\pi s/2\), so each side contributes \((2\epsilon/\pi)\ln(1+h/t)\) per length, with \(t=2.0\) nm the physical oxide thickness and \(\epsilon\) the permittivity of oxide. Both sides together give 0.173 fF/µm, so \(f=0.889\). This estimate leaves out the crowding of the field at the corners and the charge on the top face. A numerical field solution for the rectangular line, with oxide all around it, includes both, gives 0.25 fF/µm and reduces \(f\) to about 0.85. The numbers below use the rougher \(f=0.889\) unless stated otherwise. Scattering at the side walls is described by the leading-order diffuse formula \(r\propto(1+b/w)/w\), with \(b=3\ell/8\) and a rough mean free path \(\ell=5\) nm. Differentiation gives \(p=1+(b/w)/(1+b/w)=1.018\).

With \(\rho=0.100\) and \(\kappa=0.016\), the weight runs from \(-0.946\) at the driver to \(0.961\) at the open end, and is zero at \(u=0.496\). This is close to \(2u-1\), but partly by cancellation. Taken singly, the driver adds \(0.100\) to the uniform weight, while fringe, load and scattering add \(-0.056\), \(-0.016\) and \(-0.009\). Together, with their cross terms, they leave \(0.008\), which is less than the uncertainty of these rough inputs. With the fringe of the field solution the total is about \(-0.017\), of opposite sign, and the zero of the weight lies at \(u=0.51\).

Of these four effects, the driver moves the delay most. Taken singly it adds 5.5 ps, against 3.5 ps for the fringe, or 5.0 ps with the fringe of the field solution. The nominal delay in units of \(RC\) becomes \(0.100(1.016)+0.5+0.016=0.618\). The wire capacitance with fringe is \(27.63/0.889=31.1\) fF, so the delay rises from 28 to about 38 ps. For the taper, the slope of the weight is \(f+p=1.907\), and \(\int_0^1u(1-2u)\,du=-1/6\). The constant part of the weight drops out. The change is \(-0.02(1.907)/[6(0.618)]=-1.03\%\), in place of \(-1.33\%\). With the fringe of the field solution the delay is about 40 ps and the change is \(-1.01\%\).

A weaker driver upsets the balance. With 1000 ohm and all else fixed, \(\rho=0.5\), and the uniform weight is \(0.008+0.889(0.4)=0.36\). The neutral point moves to about \(u=0.31\). With the fringe of the field solution these values are 0.32 and 0.33. Whether extra width at a given place shortens the delay therefore depends on the weight (29) of the actual circuit. Moving a little width from the open end towards the driver shortens the delay in every case, to first order, because \(W\) rises with \(u\) for any driver and load.

Several other neglected effects are smaller or act as common factors. Inductance does not change the Elmore delay of this wire, because its voltage is proportional to \(\partial I/\partial t\), whose time integral vanishes when the current starts and ends at zero. It does affect the shape of the rise, but only slightly here. A rough 10 pH gives \(\sqrt{L_{\rm ind}C}=0.53\) ps, about 2% of \(T_0\), and changes the time to half the final voltage by less than 0.01%. The channel below the gate, at a rough 5 kilo-ohm per square, needs about 0.06 ps to charge. Uniform heating by 60 K, at a rough 0.35% per kelvin, raises \(R\) and \(T_0\) by 21% but leaves (2) unchanged. A bias of 1 V, if it falls wholly across the oxide, gives a field of 5 MV/cm, below a rough breakdown field of 10 MV/cm. A rough tunnelling current of 0.1 A/cm² drops about 2 µV along the line. A large voltage swing would make the capacitance vary during the step, and the linear equations (4) would then fail.

### The 50% delay

A circuit may respond when the far end reaches half its final voltage. For the ideal uniform wire this occurs at \(0.379RC\), or 20.9 ps in the example, earlier than the Elmore delay of \(0.5RC\).

A uniform width error leaves this time unchanged as well. Eliminating \(I\) from (4) gives

\[
\frac{\partial}{\partial x}\left(\frac1r\frac{\partial V}{\partial x}\right)
=c\,\frac{\partial V}{\partial t},
\tag{31}
\]

and a constant factor in \(w\) multiplies both sides alike. The response to a taper is different. For small \(a\), the fractional change of the 50% delay is \(-0.609a\), found from the computed voltage rise, while that of the Elmore delay is \(-0.667a\). The weight \(2u-1\) therefore gives the sign and approximate size of this change in the 50% delay, but it is derived for the Elmore delay alone. The numerical output lists most of the values used here.

## Computed values

```
Line width 100 nm; length 20 um
Sheet resistance 10 ohm/square
Electrical oxide thickness 2.5 nm
Total resistance R = 2000 ohm
Total plate capacitance C = 27.63 fF
RC = 55.25 ps; Elmore delay T0 = 27.63 ps
T0 in Hartree atomic units = 1.142e+06
Largest error of measured weight 2u-1 = 2.9e-08
Taper amplitude a = 0.020 (+2 nm at driver, -2 nm at end)
Taper, linear change = -1.333 % of T0
Taper, full change = -1.320 % of T0
Taper, linear change = -0.368 ps
1 um segment 2 nm wider, driver end: linear -0.1900 %, full -0.1863 % of T0
1 um segment 2 nm wider, middle: linear -0.0000 %, full 0.0019 % of T0
1 um segment 2 nm wider, open end: linear 0.1900 %, full 0.1900 % of T0
50% delay of uniform wire = 0.3787 RC = 20.93 ps
Fractional taper response / a: Elmore -0.6666, 50% delay -0.6089
Width roughness 2 nm rms, sigma = 0.020
Correlation length 30 nm, lambda = 0.00150
Delay spread: formula 0.1262 %, Monte Carlo 0.1262 % of T0
Delay spread = 34.9 fs
Short-correlation spread = 0.1265 % of T0
Mean shift: formula 0.0399 %, Monte Carlo 0.0399 % of T0
Mean shift = 11.0 fs
At lambda 0.3: spread formula 1.046 %, Monte Carlo 1.049 %
Length where shift equals spread = 200.0 um
Neglected effects (rough inputs):
Driver 200 ohm, driver/R = 0.100
Load 0.5 fF, load/C = 0.0161
Fringe capacitance = 0.173 fF/um; plate fraction f = 0.889
Sidewall scattering: mean free path 5 nm, p = 1.0184
Corrected weight: driver end -0.946, open end 0.961
Corrected neutral point u = 0.496
Uniform-width weight: total 0.0077; driver alone 0.1000
Uniform-width weight: fringe alone -0.0556, load alone -0.0161, scattering alone -0.0092
Uniform +2 nm with all four = 0.025 % of corrected delay
Inductance 10 pH: sqrt(LC) = 0.526 ps
Channel charging time at 5 kohm/square = 0.058 ps
Delay rise for 60 K heating at 0.0035 per K = 21 %
Oxide field at 1 V across 2.0 nm = 5.0 MV/cm
Voltage drop from 0.1 A/cm2 tunnelling = 2.00 uV
```
